# Hydrogen 1s–2s Two-Photon Amplitude: Sturmian Sum and Continuum Share: a numerical check

```python
"""
Hydrogen 1s-2s two-photon amplitude with equal photons (atomic units):
    D = sum_n <2s|z|np><np|z|1s> / (E_n - E),   E = E_1s + omega = -5/16,
over bound and continuum p states. Result under test: D equals a short sum
over radial Sturmians S_n (exponent lam = sqrt(-2E)), and D minus the
explicit bound sum equals the integral over Coulomb continuum waves.
omega: photon energy; x = E_n - E: energy denominator; k: continuum momentum.
A radial source is (beta, {q: c}), meaning exp(-beta r) * sum_q c r^q.
The split into bound and continuum parts is that of the length form; the
velocity form has the same total but another split, also computed here.
"""
import numpy as np
import mpmath as mp
from math import factorial, comb, sqrt, pi, exp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh, expm
from scipy.special import binom, eval_genlaguerre, zeta, gammaln

E_1S, E_2S = -0.5, -0.125
OMEGA = (E_2S - E_1S) / 2
E_MID = E_1S + OMEGA
# r*u(r) for the length form, r*dR/dr for the velocity form
LEN_1S = (1.0, {2: 2.0})
LEN_2S = (0.5, {2: 1 / sqrt(2), 3: -0.5 / sqrt(2)})
VEL_1S = (1.0, {1: -2.0})
VEL_2S = (0.5, {1: -1 / sqrt(2), 2: 0.25 / sqrt(2)})


def source_values(source, r):
    beta, powers = source
    return np.exp(-beta * r) * sum(c * r**q for q, c in powers.items())


def sturmian_projection(source, lam, count):
    """Integrals of source * S_n for n = 2 ... count+1 (l = 1)."""
    beta, powers = source
    j = np.arange(count)
    rho = (beta - lam) / (beta + lam)
    total = 0
    for q, c in powers.items():
        series = 0
        for m in range(q):
            p = np.maximum(j - m, 0)
            piece = (-1)**m * comb(q - 1, m) * binom(p + q + 2, q + 2) * rho**p
            series = series + np.where(j >= m, piece, 0)
        total = total + (c * 4 * lam**2 * factorial(q + 2)
                         / (beta + lam)**(q + 3) * series)
    n = j + 2.0
    return total / np.sqrt((n - 1) * n * (n + 1))


def sturmian_terms(left, right, energy, count):
    """Terms of the diagonal Sturmian expansion of the resolvent element."""
    lam = sqrt(-2 * energy)
    n = np.arange(count) + 2
    return (sturmian_projection(left, lam, count)
            * sturmian_projection(right, lam, count) / (n * lam - 1) / 3)


def sturmian_matrices(l, lam, count):
    """Hamiltonian and overlap in Sturmians of any exponent lam."""
    n = np.arange(count) + l + 1.0
    off = -np.sqrt((n[:-1] - l) * (n[:-1] + l + 1)) / (2 * lam)
    overlap = np.diag(n / lam) + np.diag(off, 1) + np.diag(off, -1)
    return np.diag(n * lam - 1) - lam**2 / 2 * overlap, overlap


def resolvent_matrix(left, right, energy, lam, count=60):
    ham, overlap = sturmian_matrices(1, lam, count)
    rhs = sturmian_projection(right, lam, count)
    return sturmian_projection(left, lam, count) @ np.linalg.solve(
        ham - energy * overlap, rhs) / 3


def bound_projection(source, n):
    return sturmian_projection(source, 1 / n, n - 1)[-1] / n


def bound_product(n):
    """Closed form of the product of the 1s-np and 2s-np radial dipoles."""
    if n == 2:
        return -128 * sqrt(2) / 27
    return exp(12.5 * np.log(2) + 7 * np.log(n) + (n - 2) * np.log(n - 1)
               + (n - 3) * np.log(n - 2) - (n + 2) * np.log(n + 1)
               - (n + 3) * np.log(n + 2))


def bound_sum(weight, n_max=400):
    """Explicit sum to n_max plus the leading 1/n^3 Rydberg tail."""
    head = sum(bound_product(n) * weight(-0.5 / n**2 - E_MID)
               for n in range(2, n_max + 1))
    tail = 2**12.5 * exp(-6) * weight(-E_MID) * zeta(3, n_max + 1)
    return (head + tail) / 3, tail / 3


def continuum_projection(source, k):
    """Integral of source with the energy-normalized l = 1 Coulomb wave."""
    beta, powers = source
    z = 2j * k / (beta + 1j * k)
    a = 2 + 1j / k
    total = 0
    for q, c in powers.items():
        term, poly = 1, 1
        for m in range(q - 1):
            term = term * (4 - a + m) * (1 - q + m) / (4 + m) * z / (m + 1)
            poly = poly + term
        total = total + (c * factorial(q + 2) * (beta + 1j * k)**(-(q + 3))
                         * (1 - z)**(1 - q - a) * poly)
    c1 = np.sqrt((1 + 1 / k**2) * (2 * pi / k) / (-np.expm1(-2 * pi / k))) / 3
    return np.real(total) * np.sqrt(2 / (pi * k)) * c1 * k**2


nodes, node_weights = np.polynomial.legendre.leggauss(240)


def continuum_sum(weight, k_max=None):
    t_max = 1.0 if k_max is None else k_max / (1 + k_max)
    t = t_max * (nodes + 1) / 2
    k = t / (1 - t)
    dk = node_weights * t_max / 2 / (1 - t)**2
    product = continuum_projection(LEN_1S, k) * continuum_projection(LEN_2S, k)
    return np.sum(dk * k * product * weight(k**2 / 2 - E_MID)) / 3


def length_weight(x):
    return 1 / x


def velocity_weight(x):
    return (1 - x**2 / OMEGA**2) / x


# ---- total amplitude from Sturmians, and from a finite-difference solution
terms = sturmian_terms(LEN_2S, LEN_1S, E_MID, 122)
D = terms.sum()


def finite_difference_amplitude(h, r_max=50.0):
    r = h * np.arange(1, int(round(r_max / h)))
    band = np.full((3, r.size), -0.5 / h**2)
    band[1] = 1 / h**2 + 1 / r**2 - 1 / r - E_MID
    response = solve_banded((1, 1), band, source_values(LEN_1S, r))
    return h * np.sum(source_values(LEN_2S, r) * response) / 3


coarse, fine = finite_difference_amplitude(0.01), finite_difference_amplitude(0.005)
D_grid = (4 * fine - coarse) / 3
assert abs(D_grid - D) < 2e-6 * abs(D)
assert abs(resolvent_matrix(LEN_2S, LEN_1S, E_MID, 0.6) - D) < 1e-9
lam_mid = sqrt(-2 * E_MID)
rho_1s = (1 - lam_mid) / (1 + lam_mid)
rho_2s = (0.5 - lam_mid) / (0.5 + lam_mid)
assert abs(terms[121] / terms[120] / (rho_1s * rho_2s) - 1) < 0.06

# ---- bound dipoles against direct quadrature
# the grid reaches 300 bohr so that the norm of the n = 6 state is complete
x_leg, w_leg = np.polynomial.legendre.leggauss(400)
r_grid, w_grid = 150 * (x_leg + 1), 150 * w_leg
for n in (2, 3, 4, 6):
    u = r_grid**2 * np.exp(-r_grid / n) * eval_genlaguerre(n - 2, 3, 2 * r_grid / n)
    u /= np.sqrt(np.sum(w_grid * u**2))
    d1 = np.sum(w_grid * u * source_values(LEN_1S, r_grid))
    d2 = np.sum(w_grid * u * source_values(LEN_2S, r_grid))
    assert abs(d1 - bound_projection(LEN_1S, n)) < 1e-9
    assert abs(d2 - bound_projection(LEN_2S, n)) < 1e-9
    assert abs(d1 * d2 - bound_product(n)) < 1e-9

# ---- continuum dipoles against quadrature over library Coulomb functions
x_c, w_c = np.polynomial.legendre.leggauss(120)
r_c, w_c = 35 * (x_c + 1), 35 * w_c
for k in (sqrt(0.125), 1.0):
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * r))) for r in r_c])
    wave *= sqrt(2 / (pi * k))
    for source in (LEN_1S, LEN_2S):
        direct = np.sum(w_c * wave * source_values(source, r_c))
        assert abs(direct - continuum_projection(source, k)) < 1e-7

# ---- subtraction against direct continuum integration, and closure
D_bound, D_tail = bound_sum(length_weight)
assert abs(D_bound - bound_sum(length_weight, 200)[0]) < 1e-6
D_cont = D - D_bound
D_cont_direct = continuum_sum(length_weight)
assert abs(D_cont - D_cont_direct) < 1e-6
k_test = np.linspace(0.05, 10, 200)
assert np.all(continuum_projection(LEN_1S, k_test)
              * continuum_projection(LEN_2S, k_test) > 0)
closure = quad(lambda r: r * source_values(LEN_2S, r) * 2 * r * np.exp(-r),
               0, 60, epsabs=1e-12)[0] / 3
closure_states = bound_sum(lambda x: 1.0)[0] + continuum_sum(lambda x: 1.0)
assert abs(closure - closure_states) < 1e-6

# ---- velocity form: same total, different split
D_velocity = -sturmian_terms(VEL_2S, VEL_1S, E_MID, 60).sum() / OMEGA**2
assert abs(D_velocity - D) < 1e-9
for n in range(2, 7):
    x = -0.5 / n**2 - E_MID
    from_gradient = (-bound_projection(VEL_1S, n) * bound_projection(VEL_2S, n)
                     / x / OMEGA**2)
    assert abs(from_gradient - bound_product(n) * velocity_weight(x)) < 1e-9
V_bound = bound_sum(velocity_weight)[0]
V_cont = continuum_sum(velocity_weight)
assert abs(V_bound + V_cont - D) < 1e-6

# ---- coupling -D F0^2/4 against a time-dependent propagation (s and p states)
size, lam_t = 16, 0.5


def pseudostates(l):
    energies, vectors = eigh(*sturmian_matrices(l, lam_t, size))
    y = 2 * lam_t * r_grid
    basis = np.array([np.exp(0.5 * (gammaln(j + 1) - gammaln(j + 2 * l + 2)) - y / 2)
                      * y**(l + 1) * eval_genlaguerre(j, 2 * l + 1, y)
                      for j in range(size)])
    return energies, vectors.T @ basis


e_s, f_s = pseudostates(0)
e_p, f_p = pseudostates(1)
dipole = (f_s * (w_grid * r_grid)) @ f_p.T / sqrt(3)
z_matrix = np.block([[np.zeros((size, size)), dipole],
                     [dipole.T, np.zeros((size, size))]])
z_val, z_vec = np.linalg.eigh(z_matrix)
duration, dt, f_weak = 1000.0, 0.1, 2e-5
half_step = np.exp(-0.5j * dt * np.concatenate([e_s, e_p]))
psi = np.zeros(2 * size, complex)
psi[0] = 1
w_res = (e_s[1] - e_s[0]) / 2
for step in range(int(round(duration / dt))):
    t = (step + 0.5) * dt
    field = f_weak * np.sin(pi * t / duration)**2 * np.cos(w_res * t)
    psi = half_step * psi
    psi = z_vec @ (np.exp(-1j * dt * field * z_val) * (z_vec.T @ psi))
    psi = half_step * psi
predicted = abs(D) * f_weak**2 / 4 * 3 * duration / 8
tdse_ratio = abs(psi[1]) / predicted
assert abs(tdse_ratio - 1) < 0.01

# ---- light shifts and 2s ionization; outgoing waves need a complex exponent
alpha_1s = (sturmian_terms(LEN_1S, LEN_1S, E_MID, 60).sum()
            + sturmian_terms(LEN_1S, LEN_1S, E_1S - OMEGA, 60).sum())
above = resolvent_matrix(LEN_2S, LEN_2S, E_2S + OMEGA, 0.5 * np.exp(-0.25j * pi))
above_b = resolvent_matrix(LEN_2S, LEN_2S, E_2S + OMEGA, 0.6 * np.exp(-0.3j * pi))
assert abs(above - above_b) < 1e-6 * abs(above)
alpha_2s = above + sturmian_terms(LEN_2S, LEN_2S, E_2S - OMEGA, 60).sum()
k_ion = sqrt(2 * (E_2S + OMEGA))
golden = pi * continuum_projection(LEN_2S, k_ion)**2 / 3
assert abs(alpha_2s.imag - golden) < 1e-6 * golden

# ---- example pulse
intensity_w_cm2, pulse_fs = 1e11, 100.0
au = const.physical_constants
field_si = sqrt(2 * intensity_w_cm2 * 1e4 / (const.epsilon_0 * const.c))
f2 = (field_si / au['atomic unit of electric field'][0])**2
t_unit = au['atomic unit of time'][0]
t_pulse = pulse_fs * 1e-15 / t_unit
rabi = abs(D) * f2 / 2
p_simple = (rabi * t_pulse / 2)**2
h_eff = -f2 / 4 * np.array([[alpha_1s, D], [D, alpha_2s]])
final = expm(-1j * h_eff * t_pulse)[:, 0]
p_full = abs(final[1])**2
ionized = 1 - np.sum(abs(final)**2)
gamma_2s = f2 * alpha_2s.imag / 2
shift = -(alpha_2s.real - alpha_1s) * f2 / 4
assert abs(p_full / p_simple - 1) < 0.2

hartree_ev = au['Hartree energy in eV'][0]
bohr_nm = au['Bohr radius'][0] * 1e9
photon_ev = OMEGA * hartree_ev
wavelength = const.h * const.c / (photon_ev * const.e) * 1e9
mass_ratio = 1 + const.m_e / const.m_p

print(f"photon energy: {OMEGA:.4f} hartree = {photon_ev:.4f} eV")
print(f"wavelength, fixed nucleus: {wavelength:.2f} nm")
print(f"intermediate energy E: {E_MID:.4f} hartree")
print(f"Sturmian exponent lam: {lam_mid:.6f} 1/bohr")
print(f"rho_1s, rho_2s, product: {rho_1s:.5f}, {rho_2s:.5f}, {rho_1s*rho_2s:.5f}")
print("amplitudes below in atomic units (e^2 bohr^2/hartree)")
for count in (1, 2, 3, 4, 6, 8, 12):
    print(f"D with {count:2d} Sturmians: {terms[:count].sum():.9f}")
print(f"D converged: {D:.9f}")
print(f"D by finite differences: {D_grid:.7f}")
print(f"D converted: {D*bohr_nm**2/hartree_ev:.5e} e^2 nm^2/eV")
for n in range(2, 7):
    part = bound_product(n) * length_weight(-0.5 / n**2 - E_MID) / 3
    print(f"bound term n={n}: {part:.6f}")
print(f"bound tail n>400: {D_tail:.3e}")
print(f"all bound states: {D_bound:.6f}")
print(f"continuum by subtraction: {D_cont:.6f}")
print(f"continuum by direct integral: {D_cont_direct:.6f}")
print(f"continuum / total, length form: {100*D_cont/D:.2f} %")
low = continuum_sum(length_weight, 1.0) / D_cont_direct
print(f"part of continuum below {0.5*hartree_ev:.1f} eV: {100*low:.1f} %")
only_2p = bound_product(2) * length_weight(E_2S - E_MID) / 3
print(f"rate with 2p only / true rate: {(only_2p/D)**2:.3f}")
print(f"rate with bound states only / true rate: {(D_bound/D)**2:.3f}")
print(f"closure <2s|z^2|1s>: {closure:.6f} bohr^2")
print(f"closure from bound + continuum: {closure_states:.6f} bohr^2")
print(f"velocity form, bound part: {V_bound:.6f}")
print(f"velocity form, continuum part: {V_cont:.6f}")
print(f"continuum / total, velocity form: {100*V_cont/D:.2f} %")
print(f"time-dependent / predicted 2s amplitude: {tdse_ratio:.5f}")
print(f"pulse: {intensity_w_cm2/1e12:.2f} TW/cm2, {pulse_fs:.0f} fs")
print(f"peak field: {field_si*1e-8:.3f} MV/cm")
print(f"two-photon Rabi frequency: {rabi/t_unit*1e-12:.4f} rad/ps")
print(f"2s population, lowest order: {p_simple:.4e}")
print(f"2s population, with shift and loss: {p_full:.4e}")
print(f"ionized fraction through 2s: {ionized:.3e}")
print(f"polarizability 1s: {alpha_1s:.4f} a.u.")
print(f"polarizability 2s: {alpha_2s.real:.4f} + {alpha_2s.imag:.4f} i a.u.")
print(f"2s ionization rate: {gamma_2s/t_unit*1e-12:.4f} 1/ps")
print(f"ionization rate / Rabi frequency: {gamma_2s/rabi:.4f}")
print(f"1s-2s light shift: {shift/t_unit*1e-12:.4f} rad/ps")
print(f"light-shift phase in pulse: {shift*t_pulse:.4f} rad")
print(f"finite nuclear mass, change of D: {100*(mass_ratio**3-1):.3f} %")
print(f"wavelength with finite nuclear mass: {wavelength*mass_ratio:.2f} nm")
print(f"relativity, scale alpha^2: {const.alpha**2:.2e}")
print(f"retardation, scale (2 pi a0/wavelength)^2: {(2*pi*bohr_nm/wavelength)**2:.2e}")
print("all tests passed")
```

Printed output:

```
photon energy: 0.1875 hartree = 5.1021 eV
wavelength, fixed nucleus: 243.00 nm
intermediate energy E: -0.3125 hartree
Sturmian exponent lam: 0.790569 1/bohr
rho_1s, rho_2s, product: 0.11696, -0.22515, -0.02633
amplitudes below in atomic units (e^2 bohr^2/hartree)
D with  1 Sturmians: -6.921528703
D with  2 Sturmians: -8.339352357
D with  3 Sturmians: -7.785736275
D with  4 Sturmians: -7.859684786
D with  6 Sturmians: -7.853679889
D with  8 Sturmians: -7.853655484
D with 12 Sturmians: -7.853655422
D converged: -7.853655422
D by finite differences: -7.8536554
D converted: -8.08209e-04 e^2 nm^2/eV
bound term n=2: -11.918969
bound term n=3: 2.054344
bound term n=4: 0.462887
bound term n=5: 0.184076
bound term n=6: 0.093578
bound tail n>400: 4.774e-05
all bound states: -8.921585
continuum by subtraction: 1.067930
continuum by direct integral: 1.067930
continuum / total, length form: -13.60 %
part of continuum below 13.6 eV: 97.9 %
rate with 2p only / true rate: 2.303
rate with bound states only / true rate: 1.290
closure <2s|z^2|1s>: -0.993247 bohr^2
closure from bound + continuum: -0.993247 bohr^2
velocity form, bound part: -3.128279
velocity form, continuum part: -4.725377
continuum / total, velocity form: 60.17 %
time-dependent / predicted 2s amplitude: 1.00048
pulse: 0.10 TW/cm2, 100 fs
peak field: 8.680 MV/cm
two-photon Rabi frequency: 0.4626 rad/ps
2s population, lowest order: 5.3495e-04
2s population, with shift and loss: 5.1463e-04
ionized fraction through 2s: 1.308e-05
polarizability 1s: 5.7141 a.u.
polarizability 2s: -29.8535 + 12.8232 i a.u.
2s ionization rate: 0.7553 1/ps
ionization rate / Rabi frequency: 1.6328
1s-2s light shift: 1.0475 rad/ps
light-shift phase in pulse: 0.1047 rad
finite nuclear mass, change of D: 0.163 %
wavelength with finite nuclear mass: 243.14 nm
relativity, scale alpha^2: 5.33e-05
retardation, scale (2 pi a0/wavelength)^2: 1.87e-06
all tests passed
```
